# Leading Dielectric Eigenpotentials from Sternheimer Solves and Their Spectral Decay

## A convergence factor to be explained

A model system of four electrons has a dielectric response whose tenth and eleventh eigenvalues are 0.1936 and 0.1883. They differ by less than 3 %. Yet an iterative eigensolver reduces the residual of the tenth pair by a factor of about 0.40 per cycle. If the ratio of these neighbours controlled the rate, the factor would be 0.973, and one decimal digit would cost about 83 cycles instead of 2.5.

The explanation lies in the block size and in the decay of the spectrum. The same decay limits the error made when a few eigenpotentials represent screening.

## The operator

Consider a closed-shell system with a gap and a local Kohn–Sham potential. The Hamiltonian is \(H\), the occupied orbitals \(\psi_v\) are real and normalized, and \(n=2\sum_v\psi_v^2\). The static independent-particle response \(\chi_0\) gives \(\delta n=\chi_0\,\delta V\), where \(\delta V\) is a change of an electron's potential energy. In Gaussian units the Coulomb kernel is \(v(q)=4\pi e^2/q^2\).

In the random-phase approximation, which leaves out the exchange-correlation response, the total potential satisfies \(V_{\rm tot}=V_{\rm ext}+v\chi_0V_{\rm tot}\). Hence \(V_{\rm ext}=\epsilon V_{\rm tot}\) with \(\epsilon=1-v\chi_0\). This operator is not symmetric, but

\[
\tilde\epsilon=v^{-1/2}\epsilon\,v^{1/2}=1+A,\qquad A=-v^{1/2}\chi_0v^{1/2}
\]

is. In a periodic cell the constant component is removed, so that \(v^{-1/2}\) exists. The macroscopic limit \(q\to0\) is therefore not treated here.

If \(Au_i=\lambda_iu_i\), then \(\epsilon\,(v^{1/2}u_i)=v^{1/2}\tilde\epsilon u_i=(1+\lambda_i)(v^{1/2}u_i)\). An external potential of the shape \(v^{1/2}u_i\) keeps its shape and is multiplied by \(1/(1+\lambda_i)\). The eigenvalues are ordered downwards, and the \(u_i\) are orthonormal.

## Applying \(A\) without empty states

To first order, \((H-\varepsilon_v)\delta\psi_v=-(\delta V-\delta\varepsilon_v)\psi_v\). Normalization of a real orbital makes the component of \(\delta\psi_v\) along \(\psi_v\) vanish. Its component along another occupied orbital is

\[
a_{wv}=\frac{\langle\psi_w|\delta V|\psi_v\rangle}{\varepsilon_v-\varepsilon_w}=-a_{vw}.
\]

These components enter the density through \(\sum_{vw}\psi_v\psi_wa_{wv}\), a symmetric factor times an antisymmetric one, and cancel. (For degenerate occupied orbitals a rotation among them leaves the density unchanged, so the components may be set to zero.) With \(P_c\) the projector on the empty states, what remains is the Sternheimer equation

\[
(H-\varepsilon_v)\delta\psi_v=-P_c\,\delta V\,\psi_v,\qquad P_c\delta\psi_v=\delta\psi_v,\qquad
\delta n=4\sum_v\psi_v\delta\psi_v .
\]

One factor 2 is spin; the other comes from \(\delta(\psi_v^2)=2\psi_v\delta\psi_v\). On the empty space the eigenvalues of \(H-\varepsilon_v\) are at least \(\Delta_v\), the distance from \(\varepsilon_v\) to the lowest empty level. The operator is positive there, so conjugate gradients apply, provided that residuals and preconditioned residuals are projected with \(P_c\).

Expanding \(\delta\psi_v\) in empty states \(c\) gives the sign of \(A\):

\[
-\langle\delta V|\chi_0|\delta V\rangle
=4\sum_{v,c}\frac{|\langle\psi_c|\delta V|\psi_v\rangle|^2}{\varepsilon_c-\varepsilon_v}\ge0 .
\]

With \(\delta V=v^{1/2}u\) the left side is \(\langle u|A|u\rangle\). Thus \(A\ge0\) and every eigenvalue of \(\tilde\epsilon\) is at least 1. This sum serves for the proof and for a dense reference; the algorithm does not evaluate it.

## The iteration

The dielectric eigenpotential method uses the action of \(A\) alone. For \(N\) wanted pairs, take \(M>N\) orthonormal trial vectors and repeat:

1. For each \(u\), form \(\delta V=v^{1/2}u\), solve one Sternheimer equation per occupied orbital, and set \(Au=-v^{1/2}\delta n\).
2. Diagonalize the \(M\times M\) matrix \(\langle u_i|A|u_j\rangle\) and rotate both \(u\) and \(Au\) to its eigenvectors. The eigenvalues \(\theta_i\) are the Ritz values.
3. Stop if the residuals \(\|Au_i-\theta_iu_i\|\) of the first \(N\) pairs are small. Otherwise orthonormalize the vectors \(Au_i\) and use them as the next block.

### Rate of convergence

Let \(e_j\) be the true eigenvectors. If the initial block overlaps the leading \(M\)-dimensional eigenspace without a singular overlap matrix, it contains a combination

\[
z=e_N+\sum_{j>M}c_je_j ,
\]

because \(M\) coefficients suffice to fix the \(M\) leading components. After \(k\) cycles the subspace contains

\[
\frac{A^kz}{\lambda_N^k}=e_N+\sum_{j>M}c_j\left(\frac{\lambda_j}{\lambda_N}\right)^ke_j .
\]

The distance \(\delta\) of \(e_N\) from the subspace is therefore at most \((\lambda_{M+1}/\lambda_N)^k\) times a constant. The eigenvalues between \(N\) and \(M\) do not enter this ratio.

It remains to see that step 2 finds the vector. Let \(\Pi\) project on the subspace. Then

\[
\Pi A\Pi e_N=\Pi Ae_N-\Pi A(1-\Pi)e_N=\lambda_N\Pi e_N-\Pi A(1-\Pi)e_N ,
\]

and the last term has norm at most \(\|A\|\delta\). The component of \(\Pi e_N\) along a Ritz vector of value \(\theta_j\) is thus at most \(\|A\|\delta/|\theta_j-\lambda_N|\). Close Ritz values enlarge the constant in this bound but leave its rate unchanged; for a degenerate level the whole eigenspace is found.

In the example \(N=10\) and \(M=20\), so the predicted factor is

\[
\frac{\lambda_{21}}{\lambda_{10}}=\frac{0.07822}{0.19361}=0.404 .
\]

The measured factor, 0.402, is the geometric mean over the last three reductions for one random starting block. Other starting blocks change it by up to about 10 % in either direction, so the close agreement is accidental. The ten additional vectors act as guards: they carry the slowly separating neighbours inside the block.

### Error of the eigenvalues

Let \(u\) be a normalized approximate vector with Rayleigh quotient \(\theta\) and residual norm \(\rho\). Write \(u=\sum_jc_je_j\), treating a degenerate level as one component. From \(\langle u|A-\theta|u\rangle=0\),

\[
c_i^2(\theta-\lambda_i)=\sum_{j\ne i}c_j^2(\lambda_j-\theta).
\]

If every other level is at least \(g\) away from \(\theta\), then \(|\lambda_j-\theta|\le(\lambda_j-\theta)^2/g\), and

\[
|\theta-\lambda_i|\le\frac{1}{c_i^2\,g}\sum_jc_j^2(\lambda_j-\theta)^2=\frac{\rho^2}{c_i^2\,g}.
\]

The eigenvalue error is quadratic in the residual, whereas the eigenvector error is linear.

The residual is itself computed with inexact Sternheimer solutions. Suppose that each linear system is solved to a relative residual \(\tau\). The error of \(\delta\psi_v\) is at most \(\tau\|\delta V\psi_v\|/\Delta_v\), hence at most \(\tau\max|\psi_v|\,\|\delta V\|/\Delta_v\). Forming \(\delta n\) multiplies by \(4\max|\psi_v|\), and each of the two factors \(v^{1/2}\) by at most \(\sqrt{4\pi e^2}/k_{\min}\), with \(k_{\min}\) the smallest non-zero wave number. For a normalized \(u\) the error of \(Au\) is therefore bounded by

\[
\tau\,\frac{16\pi e^2}{k_{\min}^2}\sum_v\frac{\max|\psi_v|^2}{\Delta_v}.
\]

With the other quantities held fixed, the bound grows when the gap shrinks or the cell is enlarged, and it then guarantees a given accuracy only with a tighter \(\tau\). It is a sufficient condition and need not be sharp: for localized orbitals \(P_c\) suppresses the response to long waves, so the actual error can be much smaller in a large cell. As the gap closes the bound diverges and the linear systems become ill-conditioned. The method in this form is meant for systems with a gap.

## Two wells in a periodic cell

The cell is a cube of edge 9 bohr. Two Gaussian wells of width 1.5 bohr and depths 2.0 and 1.6 hartree hold four electrons. The occupied levels are −0.928 and −0.653 hartree, and the gap is 0.217 hartree (5.90 eV). The potential is prescribed, so \(H\) is a model Hamiltonian and not the outcome of a self-consistent calculation.

The Sternheimer density was tested against central finite differences of the ground-state density for a smooth perturbation. The norm of the difference is \(7\times10^{-6}\) of the norm of the finite-difference result, which checks the sign and the factor 4.

The iteration took 15 cycles, that is \(15\times20\times2=600\) Sternheimer solves. The leading eigenvalues are, to three figures,

\[
1.18,\;0.751,\;0.740,\;0.740,\;0.584,\;0.584,\;0.412,\;0.334,\;0.194,\;0.194 .
\]

The equal pairs reflect the symmetry of the cell under a quarter turn about the line through the wells. A dense calculation on the same grid, with an explicit sum over all 1329 empty states, gives the same ten values within \(2\times10^{-12}\).

That agreement measures the eigensolver, not the discretization. Going from 11 to 15 grid points per edge changes the ten leading eigenvalues by up to 0.56 %, so the third figure is already uncertain for some of them. Higher eigenvalues are less converged: in a larger plane-wave basis \(\lambda_{21}\) falls by about 5 %, from 0.0782 to about 0.0745, and \(\lambda_{21}/\lambda_{10}\) becomes about 0.39. The factor 0.404 belongs to the operator on the 11-point grid, on which the iteration was run.

The first eigenpotential is reduced by screening to \(1/(1+1.18)=0.46\) of its external strength, the tenth to \(1/1.194=0.84\).

## Error of the truncated inverse

In the eigenbasis \(\tilde\epsilon^{-1}=1-\sum_iu_i\,\frac{\lambda_i}{1+\lambda_i}\,u_i^{T}\). Keeping \(N\) terms omits a sum over \(i>N\). Since \(\lambda/(1+\lambda)\) increases with \(\lambda\), the 2-norm of the omitted part is

\[
\frac{\lambda_{N+1}}{1+\lambda_{N+1}}=\frac{0.18834}{1.18834}=0.1585
\]

for \(N=10\). The norm of the difference between the dense inverse and its truncated form agrees with this value.

For an external charge density \(\rho\), in units of \(e\), the interaction energy with the charge it induces is, including the factor ½ of linear response,

\[
E_{\rm pol}=\tfrac12\langle s|\tilde\epsilon^{-1}-1|s\rangle
=-\tfrac12\sum_i\frac{\lambda_i}{1+\lambda_i}\langle u_i|s\rangle^2,\qquad s=v^{1/2}\rho .
\]

All terms have one sign, so truncation makes the energy too weak, by an amount between zero and

\[
\frac12\,\frac{\lambda_{N+1}}{1+\lambda_{N+1}}\Big(\|s\|^2-\sum_{i\le N}\langle u_i|s\rangle^2\Big).
\]

As an example, place a Gaussian unit charge of width 1 bohr at the deeper well. It is repeated in every cell and its constant component is removed, so the energy depends on the cell size and is not that of an isolated charge. In the present cell the charge has \(E_{\rm pol}=-0.0296\) hartree (−0.805 eV) with the full inverse. Ten eigenpotentials give −0.0270 hartree. The error of 0.0026 hartree is 9 % of the full value and lies below the bound of 0.0088 hartree. A finer basis moves the ten-term energy, the error and the bound by up to 0.0001 hartree.

The ratio of error to bound has a direct reading. The bound assigns the weight 0.1585 to the whole remainder of \(s\); the actual mean weight is \(0.1585\times0.002598/0.008846=0.047\). The remainder thus lies largely in eigenpotentials well beyond the eleventh. About two thirds of it lies beyond \(i=20\), but with small weights: about 70 % of the energy error comes from \(i=11\) to 20 and about 95 % from \(i\le50\). How many eigenpotentials are needed in general depends on the quantity sought and on the tail of the spectrum.

## Why the tail is a power law

### Short waves

Let a plane wave act on an occupied orbital. Because \((H-\varepsilon_v)\psi_v=0\), the derivatives that act on the plane wave are all that survive:

\[
(H-\varepsilon_v)\,e^{i\mathbf q\cdot\mathbf r}\psi_v
=e^{i\mathbf q\cdot\mathbf r}\left[\frac{\hbar^2q^2}{2m}\psi_v-\frac{i\hbar^2}{m}\,\mathbf q\cdot\nabla\psi_v\right].
\]

For \(q\) large compared with the inverse length on which the orbital varies, the first term dominates. For smooth orbitals the overlap of \(e^{i\mathbf q\cdot\mathbf r}\psi_v\) with the occupied states also becomes negligible. Inverting to leading order,

\[
\delta\psi_v\simeq-\frac{2m}{\hbar^2q^2}\,\delta V\,\psi_v,\qquad
\delta n\simeq-\frac{8m}{\hbar^2q^2}\sum_v\psi_v^2\,\delta V=-\frac{4m\,n(\mathbf r)}{\hbar^2q^2}\,\delta V .
\]

The gap and the details of the empty states have dropped out. Multiplying \(-\chi_0\) by \(v(q)\) gives the local strength of \(A\):

\[
a(\mathbf r,\mathbf q)=\frac{16\pi me^2\,n(\mathbf r)}{\hbar^2q^4}.
\]

Two powers of \(1/q\) come from the Coulomb kernel and two from the kinetic energy of the virtual excitation.

A harmonic trap of frequency \(\omega\) with two electrons shows the correction. The wave \(e^{iqx}\) displaces the ground state in momentum and produces a coherent state, so level \(j\) is reached with the Poisson probability \(e^{-x_q}x_q^j/j!\), where \(x_q=\hbar q^2/(2m\omega)\). The diagonal response is \(4S/(\hbar\omega)\) with

\[
S(x_q)=\sum_{j\ge1}\frac{e^{-x_q}x_q^j}{j\,j!},\qquad S'+S=\frac{1-e^{-x_q}}{x_q}.
\]

The second relation follows by differentiating \(e^{x_q}S\). Inserting \(S=1/x_q+a/x_q^2+b/x_q^3+\dots\) and comparing powers gives \(a=1\) and \(b=2a=2\). The short-wave limit for two electrons is \(8m/(\hbar^2q^2)=4/(\hbar\omega x_q)\), so the ratio of response to limit is \(x_qS=1+1/x_q+2/x_q^2+\dots\). With \(\hbar\omega=1\) hartree and \(q=12\) per bohr, \(x_q=72\) and the ratio is 1.0143, which is also the value computed from the trap Hamiltonian. At \(q=6\) the computed ratio is 1.063.

### Counting eigenvalues

When the wavelength is short on the scale of \(n(\mathbf r)\), each phase-space volume \((2\pi)^3\) in \((\mathbf r,\mathbf q)\) carries one eigenfunction. This is the leading-order Weyl estimate, used here without a rigorous proof for densities with tails. The number of eigenvalues above \(\lambda\) is the volume where \(a>\lambda\). At fixed \(\mathbf r\) this is a sphere of radius \(q_\lambda=(16\pi me^2n/\hbar^2\lambda)^{1/4}\), and \((4\pi/3)q_\lambda^3/(2\pi)^3=q_\lambda^3/(6\pi^2)\). Therefore

\[
i(\lambda)=\frac1{6\pi^2}\left(\frac{16\pi me^2}{\hbar^2\lambda}\right)^{3/4}I,\qquad I=\int n^{3/4}\,d^3r ,
\]

and solving for \(\lambda\),

\[
\lambda_i\simeq\frac{16\pi me^2}{\hbar^2}\left(\frac{I}{6\pi^2\,i}\right)^{4/3}.
\]

Changing the Green function on the finite set of occupied states alters \(A\) by an operator of finite rank. That shifts the index \(i\) by at most a fixed number and leaves the leading law unchanged. The derivation assumes three dimensions, a smooth density and a finite \(I\). Density cusps at point nuclei were not examined.

For a uniform density in a volume \(\Omega\), \(I=n^{3/4}\Omega\) and \(i=\Omega q^3/(6\pi^2)\), which returns \(\lambda=16\pi me^2n/(\hbar^2q^4)\). With the plasma frequency \(\omega_p^2=4\pi ne^2/m\) this equals \([\hbar\omega_p/(\hbar^2q^2/2m)]^2\): screening is weak when the kinetic energy of the wave is well above the plasmon energy. Repeating a system in space multiplies \(I\) by the number of copies, and the number of eigenpotentials above a fixed small threshold grows by approximately the same factor.

### Test over thousands of eigenvalues

The trap is spherical, and its one occupied orbital \(\phi(r)\) has energy \(\varepsilon\). With \(U=v^{1/2}u\) the eigenproblem reads \(-\chi_0U=\lambda v^{-1}U\), where \(v^{-1}=-\nabla^2/(4\pi e^2)\). For \(U=g(r)Y_{lm}/r\) it separates into

\[
4\phi\,P_c(h_l-\varepsilon)^{-1}P_c\,\phi\,g=\frac{\lambda}{4\pi e^2}\left[-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}\right]g ,
\]

with \(h_l\) the radial Hamiltonian and degeneracy \(2l+1\). The function \(g\) and the radial orbitals are made to vanish at \(r=8\) bohr.

Here \(I=3.978\ \mathrm{bohr}^{3/4}\). For \(i=3000\) the law gives

\[
16\pi\left(\frac{3.978}{59.22\times3000}\right)^{4/3}=3.17\times10^{-5},
\]

and the computed eigenvalue is \(3.15\times10^{-5}\). The fitted logarithmic slope between \(i=300\) and 3000 is −1.329, against \(-4/3\).

Single eigenvalues scatter about the law. At \(i=1000\) the computed value is 4 % below the law, while the average ratio over a window around it is 0.990. The window ratios at \(i=100\), 300, 1000 and 3000 are 0.981, 0.991, 0.990 and 0.993: close to 1, but not strictly monotonic.

## Consequences for the choice of \(N\) and \(M\)

The two-well cell has \(I=9.47\ \mathrm{bohr}^{3/4}\). The law predicts \(\lambda_{20}=0.080\), and the computed value is 0.078 on the 11-point grid (0.077 in a larger basis). Agreement this early was not guaranteed by an asymptotic argument, and it does not extend to the top of the spectrum: scaling the predicted 0.0804 by \(20^{4/3}=54.3\) gives 4.4 for \(\lambda_1\), 3.7 times the computed 1.18. The leading eigenpotentials vary on the scale of the orbitals themselves, so the short-wave argument does not apply to them.

Writing the tail as \(\lambda_i\simeq Ci^{-4/3}\), the truncation error depends on the quantity sought:

- For large \(N\) the norm error of \(\tilde\epsilon^{-1}\) falls as \(CN^{-4/3}\). At \(N=10\) in the two-well cell this formula still gives 0.20 instead of 0.16.
- The missing part of the trace of \(A\) is \(\int_N^\infty Ci^{-4/3}di=3CN^{-1/3}\), which decays very slowly.
- For \(\sum_i[\lambda_i-\ln(1+\lambda_i)]\) the linear terms cancel. The missing part is \(\tfrac12\int_N^\infty C^2i^{-8/3}di=\tfrac3{10}C^2N^{-5/3}\).

A norm error of 0.01 in the two-well cell requires \(\lambda_{N+1}=0.01/0.99=0.0101\). The counting formula then gives \(N\approx(9.47/59.2)\,(50.3/0.0101)^{3/4}\approx95\), an estimate and not a computed result.

The block size follows from the same law. One cycle costs an amount proportional to \(M\) if Sternheimer solves dominate, and the number of cycles is inversely proportional to \(\ln(\lambda_N/\lambda_{M+1})\simeq\tfrac43\ln(M/N)\). With \(c=M/N\) the total work varies as \(c/\ln c\). Its derivative vanishes at \(\ln c=1\), so \(M\approx2.7N\) is the optimum within this estimate, which ignores the constants set by the starting block. The minimum is flat: \(M=2N\), as used here, costs \((2/\ln2)/2.718=1.06\) times as much and stores fewer vectors.

## Computed values

```
cell edge 9.0 bohr, well width 1.5 bohr
well depth 2.0 hartree at (2.5, 4.5, 4.5) bohr
well depth 1.6 hartree at (6.5, 4.5, 4.5) bohr
electrons 4, grid points per edge 11
occupied energies (hartree): [-0.92765 -0.65349]
gap 0.21688 hartree = 5.902 eV
Sternheimer vs finite-difference density, rel. error 6.8e-06
pairs wanted 10, block size 20
cycles 15, Sternheimer solves 600
empty states in dense reference 1329
i, lambda_i iterative, lambda_i dense, lambda_i on finer grid:
   1 1.182922 1.182922 1.1830
   2 0.751476 0.751476 0.7527
   3 0.739654 0.739654 0.7382
   4 0.739654 0.739654 0.7382
   5 0.584214 0.584214 0.5827
   6 0.584214 0.584214 0.5827
   7 0.411529 0.411529 0.4130
   8 0.334216 0.334216 0.3361
   9 0.193613 0.193613 0.1928
  10 0.193613 0.193613 0.1928
largest eigenvalue difference, iterative - dense 1.6e-12
finer grid points per edge 15, largest rel. change 0.56 %
lambda_11 0.188336, lambda_21 0.078215
convergence factor: predicted 0.404, measured 0.402
norm error of truncated inverse: computed 0.158487, predicted 0.158487
test charge: Gaussian, 1 e, width 1.0 bohr, at the deeper well
polarization energy, full inverse -0.029572 hartree = -0.8047 eV
polarization energy, 10 eigenpotentials -0.026975 hartree
truncation error 0.002598 hartree, bound 0.008846 hartree
two-well integral of n^(3/4) 9.4730 bohr^(3/4)
two-well lambda_20: computed 0.07821, asymptotic 0.08040
harmonic trap: frequency 1 hartree/hbar, 2 electrons
trap radius 8.0 bohr, radial points 200, l max 40
trap integral of n^(3/4) 3.9775 bohr^(3/4)
trap lambda 1, 2, 5, 10: [0.57845 0.57845 0.10726 0.05065]
trap i=100: lambda 2.875e-03, asymptotic 2.957e-03, window ratio 0.9806
trap i=300: lambda 6.441e-04, asymptotic 6.834e-04, window ratio 0.9909
trap i=1000: lambda 1.311e-04, asymptotic 1.372e-04, window ratio 0.9901
trap i=3000: lambda 3.147e-05, asymptotic 3.172e-05, window ratio 0.9932
trap log-log slope, i = 300 to 3000: -1.3293
short-wave response / limit at q=6 per bohr: 1.0631
short-wave response / limit at q=12 per bohr: 1.0143
```
